# Surface-to-Midplane Electron Density Ratio in a Double-Gate Silicon Film

## Problem

An undoped silicon film of thickness $t=10$ nm lies between two identical gates held at the same voltage, as in a double-gate transistor or across the fin of a FinFET. At $T=300$ K the film holds an electron sheet density $N=5\times10^{12}\ \mathrm{cm^{-2}}$. Treat the electrons classically and find the ratio of the electron density at a film surface to that at the midplane. Then judge how far the answer can be trusted for a real film.

Conventions and assumptions:

- $N$ is the total for the whole film, both halves together. Variation 1 treats the other reading, in which $N$ is the share of each gate.
- The coordinate $x$ runs across the film, with the midplane at $x=0$ and the surfaces at $x=\pm t/2$. Nothing varies along the film.
- The electrons are in equilibrium across the thickness, so one Fermi level serves all $x$.
- "Classical" means that the density follows the local potential through a Boltzmann factor.
- Holes and dopant ions are neglected.
- $q>0$ is the elementary charge, $V=k_BT/q=25.852$ mV is the thermal voltage, and $\varepsilon=11.7\,\varepsilon_0$ is the permittivity of silicon.

## Hints

**Hint 1.** Write Poisson's equation with the electron charge as its only source. Measure the potential from its midplane value, in units of $V$. What does symmetry say about the slope at $x=0$?

**Hint 2.** The equation does not contain $x$ explicitly. Multiplying by the first derivative of the potential makes both sides total derivatives.

**Hint 3.** The first integral contains $e^{u}-1$. A substitution that turns this into $\tan^2\theta$ removes the square root.

**Hint 4.** The midplane density is unknown, but $N$ is given. Integrate the density over the film and eliminate the midplane density. One dimensionless equation for one angle remains.

**Hint 5.** Solve that equation numerically. Find a good starting value from the limit of large charge and improve it by Newton's method.

## Full solution

### The equation for the potential

Let $\psi(x)$ be the electrostatic potential. The charge density is $-qn$, so Poisson's equation $\psi''=-\rho/\varepsilon$ becomes $\psi''=+qn/\varepsilon$. An electron has potential energy $-q\psi$, so its Boltzmann factor grows with $\psi$. With $n_0$ and $\psi_0$ the midplane values,

$$n(x)=n_0e^{u(x)},\qquad u=\frac{\psi-\psi_0}{V},\qquad u''=a\,e^{u},\qquad a=\frac{qn_0}{\varepsilon V}.$$

By definition $u(0)=0$, and by symmetry $u'(0)=0$. Since $u''>0$, the potential rises from the midplane towards both surfaces, and the density rises with it.

### First integral

Multiply by $u'$. The left side is $u'u''=\frac{d}{dx}\left(\tfrac12u'^2\right)$ and the right side is $a\,e^uu'=\frac{d}{dx}\left(a\,e^u\right)$. Integrating from the midplane, where $u=u'=0$, gives

$$u'^2=2a\left(e^{u}-1\right).$$

### Second integral

Take $x>0$ and define $\theta$ by $e^{-u/2}=\cos\theta$, with $\theta=0$ at the midplane. Then $u=-2\ln\cos\theta$, so

$$u'=2\tan\theta\;\theta',\qquad e^u-1=\frac{1}{\cos^2\theta}-1=\tan^2\theta .$$

The first integral becomes $4\tan^2\theta\,\theta'^2=2a\tan^2\theta$. For $x>0$ the tangent is not zero and may be cancelled:

$$\theta'^2=\frac a2\equiv k^2,\qquad \theta=kx,\qquad k^2=\frac{qn_0}{2\varepsilon V}.$$

The density is therefore

$$n(x)=\frac{n_0}{\cos^2kx}.$$

Substituting back, $u=-2\ln\cos kx$ gives $u'=2k\tan kx$ and $u''=2k^2/\cos^2kx=a\,e^u$, as required. The solution is even in $x$, so it holds in both halves. The density must stay finite up to the surface, which requires $kt/2<\pi/2$.

### Bringing in the sheet density

Integrate over the film:

$$N=\int_{-t/2}^{t/2}\frac{n_0\,dx}{\cos^2kx}=\frac{2n_0}{k}\tan\frac{kt}{2}.$$

Now insert $n_0=2\varepsilon Vk^2/q$ and write $\beta=kt/2$, that is, $k=2\beta/t$:

$$N=\frac{4\varepsilon Vk}{q}\tan\beta=\frac{8\varepsilon V}{qt}\,\beta\tan\beta .$$

This is the equation for $\beta$:

$$\beta\tan\beta=B,\qquad B=\frac{qNt}{8\varepsilon V},\qquad 0<\beta<\frac{\pi}{2}.$$

The left side has derivative $\tan\beta+\beta/\cos^2\beta>0$ and runs from zero to infinity, so there is one root. The ratio follows from $n(t/2)/n(0)$:

$$R=\frac{n_s}{n_0}=\frac1{\cos^2\beta}=1+\tan^2\beta=1+\left(\frac B\beta\right)^2 .$$

Within this model the ratio depends on density, thickness, temperature and permittivity through the single number $B$. The gate work function and the oxide thickness affect which gate voltage produces a given $N$; once $N$ is given, they are not needed.

The number $B$ has a simple meaning. Integrating $\psi''=qn/\varepsilon$ from the midplane to the surface gives the magnitude of the surface field, $E_s=qN/(2\varepsilon)$. Hence $B=(E_st/2)/(2V)$: it compares the potential drop that the surface field would produce over half the film with twice the thermal voltage.

### Two limits

For small $B$ the angle is small. Expanding, $\beta\tan\beta=\beta^2+\beta^4/3+\dots=B$, which inverts to $\beta^2=B-B^2/3+\dots$. Since $\tan^2\beta=\beta^2+2\beta^4/3+\dots$,

$$R=1+B+\frac{B^2}{3}+\dots\qquad(B\ll1).$$

The classical density is then nearly uniform.

For large $B$ the angle approaches $\pi/2$. Put $\beta=\pi/2-\delta$, so that $\tan\beta=\cot\delta\approx1/\delta$. The equation becomes $(\pi/2-\delta)/\delta\approx B$, which gives

$$\delta\approx\frac{\pi}{2(B+1)},\qquad \beta\approx\frac\pi2\,\frac{B}{B+1},\qquad R\approx1+\left[\frac{2(B+1)}{\pi}\right]^2 .$$

At fixed $t$ and $T$, the ratio then grows as the square of the sheet density. One part of the reason is that the surface density grows as $N^2$, as the force balance below shows. The other part is the behaviour of the midplane density,

$$n_0=\frac{2\varepsilon Vk^2}{q}=\frac{8\varepsilon V\beta^2}{qt^2}<\frac{2\pi^2\varepsilon V}{qt^2},$$

which has a ceiling because $\beta<\pi/2$. As the ceiling is approached, nearly all further charge goes to the surface layers, which screen the middle of the film from the gates.

### Numbers

With lengths in centimetres,

$$qNt=(1.602\times10^{-19})(5\times10^{12})(10^{-6})=8.01\times10^{-13}\ \mathrm{C/cm},$$

$$8\varepsilon V=8\,(1.036\times10^{-12})(0.025852)=2.143\times10^{-13}\ \mathrm{C/cm},$$

so $B=3.739$. This is neither small nor very large, but the large-$B$ formula supplies a good starting angle:

$$\beta_0=\frac\pi2\,\frac{3.7391}{4.7391}=1.2393 .$$

Newton's method for $f(\beta)=\beta\tan\beta-B$ reads

$$\beta_{\rm new}=\beta-\frac{\beta\tan\beta-B}{\tan\beta+\beta/\cos^2\beta}.$$

At $\beta_0$ the tangent is $2.906$, so $f=-0.138$ and the denominator is $14.61$. The correction is $+0.0094$, giving $\beta_1=1.2488$. The next step gives $1.2485$, and the one after it leaves the first six decimals unchanged. Then $\tan\beta=2.995$ and

$$R=1+(2.995)^2=9.97 .$$

**The classical surface density is about ten times the midplane density.** A direct numerical solution of the Poisson–Boltzmann boundary-value problem, with the same $N$, $t$ and $T$, also gives $9.97$. The large-$B$ estimate gives $10.10$, which is 1.3% above the closed-form value.

The densities follow from $8\varepsilon V/(qt)=N/B$:

$$n_0=\frac Nt\,\frac{\beta^2}{B}=5.00\times10^{18}\times\frac{1.5588}{3.7391}=2.08\times10^{18}\ \mathrm{cm^{-3}},$$

and $n_s=Rn_0=2.08\times10^{19}\ \mathrm{cm^{-3}}$. The midplane is at 63% of its ceiling, $3.30\times10^{18}\ \mathrm{cm^{-3}}$. The potential rises by $V\ln R=59$ mV from midplane to surface.

### A check by force balance

The difference of the two densities can be found without solving for $\beta$. At the surface, $u'=E_s/V=qN/(2\varepsilon V)$. Put this into the first integral and use $a(e^u-1)=q(n_s-n_0)/(\varepsilon V)$ there:

$$\left(\frac{qN}{2\varepsilon V}\right)^2=\frac{2q}{\varepsilon V}(n_s-n_0)\quad\Rightarrow\quad n_s-n_0=\frac{qN^2}{8\varepsilon V}=\frac Nt\,B .$$

The right side is $5.00\times10^{18}\times3.739=1.87\times10^{19}\ \mathrm{cm^{-3}}$, in agreement with $(20.8-2.1)\times10^{18}$. Multiplied by $k_BT$, the relation reads $k_BT(n_s-n_0)=\varepsilon E_s^2/2$. The excess pressure of the electron gas at the surface balances the electric stress that pulls the gas towards the gate.

### What wave mechanics does to the answer

The classical density falls to half its surface value where $\cos kx=\sqrt2\cos\beta$. The depth of that point below the surface is

$$d_{1/2}=\frac t2\left[1-\frac{\arccos(\sqrt2\cos\beta)}{\beta}\right]=0.57\ \mathrm{nm}.$$

Compare this with the distance over which a wall suppresses the density of thermal electrons. Near an impenetrable wall a standing wave of wave number $\kappa$ has density proportional to $2\sin^2\kappa d=1-\cos2\kappa d$ at depth $d$. In a field-free Boltzmann gas the weight of each wave is $\exp[-\hbar^2\kappa^2/(2mk_BT)]$. The Gaussian average of the cosine gives

$$\frac{n(d)}{n_{\rm bulk}}=1-e^{-d^2/\lambda^2},\qquad \lambda=\frac{\hbar}{\sqrt{2mk_BT}} .$$

For the longitudinal and transverse masses of silicon, roughly $0.916$ and $0.19$ free-electron masses, $\lambda$ is $1.27$ nm and $2.79$ nm. At $d=0.57$ nm the formula leaves 18% and 4% of the bulk density. The actual film has a field, so these percentages are only indicative, but they suggest that the classical surface layer lies inside the region that the wall empties.

A self-consistent Schrödinger–Poisson calculation for the same $N$, $t$ and $T$ gives the size of the change. It uses parabolic valleys, Fermi–Dirac occupation and impenetrable walls, so its density at the surface is zero, and so is the ratio asked for. The profile now has two equal peaks, one near each surface, and a more useful measure is the ratio of the peak density to the midplane density:

- For (100) surfaces it is $1.59$, with the peak $1.7$ nm below the surface.
- For (110) surfaces it is $1.46$, with the peak $2.4$ nm below the surface.

The midplane densities are $4.50\times10^{18}$ and $4.95\times10^{18}\ \mathrm{cm^{-3}}$, more than twice the classical value. Compared with the classical profile, charge has moved from the surface layers into the interior of the film. This calculation is itself a model: it leaves out penetration into the oxide, image forces, and exchange and correlation. Penetration would make the surface density small instead of zero, and it also changes the peak ratios. With an oxide barrier of 3.1 eV and an oxide mass of half the free-electron mass, both rough values, the ratios rise by about 12%, to roughly $1.8$ for (100) and $1.6$ for (110), and the peaks move 0.1 to 0.3 nm towards the surfaces. The other two omissions act in opposite directions. In rough estimates, an unscreened image repulsion from a thick oxide lowers the hard-wall ratios by 6 to 10%, to about $1.4$ for both orientations, and a local-density exchange-correlation potential raises the ratios by 2 to 7%, up to about $1.9$ for (100) with the finite barrier. The second decimals above therefore belong to the hard-wall model, not to a real film.

### The other neglected effects

*Degeneracy.* The classical surface density is about three quarters of the effective density of states, $2.7\times10^{19}\ \mathrm{cm^{-3}}$, so the Boltzmann factor is strained there. With Fermi–Dirac statistics the density rises less than exponentially with potential. Keeping the local, non-wave treatment and the same $N$, the ratio becomes $8.6$, which is 13% below the Boltzmann value.

*Residual doping and holes.* A rough background doping of $10^{15}\ \mathrm{cm^{-3}}$ contributes a sheet charge of $2\times10^{-4}$ of $N$. With a rough intrinsic density of $10^{10}\ \mathrm{cm^{-3}}$, the midplane hole density is about $2\times10^{-17}$ of the electron density. Both are negligible here.

*High fields.* The surface field in the silicon is $0.39$ MV/cm. Continuity of the electric displacement, without interface charge, gives $0.387\times11.7/3.9=1.16$ MV/cm in a silicon dioxide gate insulator. This is well below the rough breakdown field of 10 MV/cm. In the silicon the field is largest at the surface, so the potential drop across half the film cannot exceed $E_st/2=0.19$ V, whatever the shape of the density profile; the classical value is 59 mV. An electron crossing this drop gains far less than the band gap of about 1.1 eV, so this transverse field alone cannot give an electron enough energy to create an electron–hole pair.

### Beside a real device

A 10 nm lightly doped film with some $10^{12}$ to $10^{13}$ electrons per square centimetre is in the regime of FinFETs and double-gate transistors that are switched on; these are rough figures. Of the effects estimated here, wave mechanics changes the density profile most. It replaces the classical maxima at the surfaces, ten times the midplane density, by two peaks inside the film, one near each surface and each roughly 1.4 to 1.9 times the midplane density, depending on the surface orientation and on how the oxide barrier, the image force and exchange and correlation are treated. The classical ratio is therefore a property of the Poisson–Boltzmann model, useful for understanding electrostatic screening. The classical surface density should not be used in an estimate of, say, interface scattering. A real fin also has a top and a finite height, and under drain bias the density varies along the channel. The one-dimensional treatment applies to a section far from the fin's ends, where the potential varies slowly along the channel and the electron quasi-Fermi level is flat across the film.

## Variation 1: the density is given per gate

**Question.** Suppose that $5\times10^{12}\ \mathrm{cm^{-2}}$ is the charge induced by each gate. What is the classical ratio at the same $t$ and $T$?

**Solution.** The film total is now $10^{13}\ \mathrm{cm^{-2}}$, so $B$ doubles to $7.478$. The starting angle is $(\pi/2)(7.478/8.478)=1.3855$, and one Newton step gives $\beta=1.3874$. Then

$$R=1+\left(\frac{7.478}{1.3874}\right)^2=30.1 .$$

Doubling the charge has tripled the ratio. The midplane density is $(N/t)\beta^2/B=10^{19}\times1.925/7.478=2.57\times10^{18}\ \mathrm{cm^{-3}}$, an increase of only 23%, because it is nearing its ceiling. The surface density is $7.7\times10^{19}\ \mathrm{cm^{-3}}$, nearly three times the effective density of states. Boltzmann statistics have failed there, so even without wave mechanics the value 30 is a formal result of the model.

## Variation 2: the film is warm

**Question.** A working chip may run near 358 K (85 °C). What is the classical ratio if the total density is held at $5\times10^{12}\ \mathrm{cm^{-2}}$?

**Solution.** With $N$, $t$ and $\varepsilon$ fixed, $B$ varies as $1/T$:

$$B=3.739\times\frac{300}{358}=3.133 .$$

The starting angle is $(\pi/2)(3.133/4.133)=1.191$, and Newton's method converges to $\beta=1.204$. Hence

$$R=1+\left(\frac{3.133}{1.204}\right)^2=7.77,$$

which is 22% below the value at 300 K. Thermal motion spreads the electrons more evenly against the same surface field. The potential drop does not fall with the ratio: the thermal voltage is now $30.85$ mV, and $V\ln R=63$ mV, slightly more than before. The comparison holds the sheet density fixed. At fixed gate voltage $N$ would itself change with temperature, and the gate stack would have to be specified.

The numerical output below lists the main results, except the figures for a finite oxide barrier, the image force and exchange and correlation, which it does not include. The intermediate values in the variations follow from the formulas above.

## Table of computed values

```
INPUTS
total sheet density N = 5.00e+12 cm^-2
film thickness t = 10.0 nm
temperature T = 300 K
silicon relative permittivity = 11.7
thermal voltage V = 25.852 mV
CLASSICAL RESULT
load parameter B = 3.7391
Newton iterate 0 for beta = 1.239339 rad
Newton iterate 1 for beta = 1.248781 rad
Newton iterate 2 for beta = 1.248523 rad
Newton iterate 3 for beta = 1.248523 rad
beta = 1.248523 rad
tan(beta) = 2.9948
ratio R, closed form = 9.9687
ratio R, numerical Poisson-Boltzmann = 9.9687
ratio R, large-B estimate = 10.102
midplane density = 2.084e+18 cm^-3
surface density = 2.078e+19 cm^-3
pressure-balance difference = 1.870e+19 cm^-3
mean density N/t = 5.000e+18 cm^-3
midplane density ceiling = 3.299e+18 cm^-3
midplane-to-surface potential drop = 59.45 mV
surface field in silicon = 0.387 MV/cm
ratio R if N is per gate = 30.05
NEGLECTED EFFECTS
masses: long 0.916, transverse 0.190 m0
effective density of states Nc = 2.74e+19 cm^-3
ratio with Fermi-Dirac statistics = 8.64
classical half-density depth = 0.57 nm
thermal length, longitudinal mass = 1.27 nm
thermal length, transverse mass = 2.79 nm
quantum (100): midplane density = 4.50e+18 cm^-3
quantum (100): peak density = 7.15e+18 cm^-3
quantum (100): peak/midplane ratio = 1.59
quantum (100): peak depth = 1.7 nm
quantum (110): midplane density = 4.95e+18 cm^-3
quantum (110): peak density = 7.20e+18 cm^-3
quantum (110): peak/midplane ratio = 1.46
quantum (110): peak depth = 2.4 nm
classical R at 358 K, same N = 7.77
rough residual doping = 1e+15 cm^-3
doping sheet charge / N = 2.0e-04
rough intrinsic density = 1e+10 cm^-3
midplane hole/electron ratio = 2.3e-17
oxide field (permittivity 3.9) = 1.16 MV/cm
```
